# Free-molecular coagulation of oppositely charged spheres: the Coulomb enhancement factor, part 2

Two spheres of opposite charge meet in a gas and stick on contact. The rate constant \(K\) gives \(Kn_1n_2\) contacts per volume and time for number densities \(n_1,n_2\). Velocities far apart are Maxwellian at temperature \(T\), and at first gas molecules do not disturb the encounter. Energies are in eV and lengths in nm.

The centre distance is \(r\), with \(r=d\) at contact. The potential energy \(U(r)\) vanishes at infinity; the bare Coulomb energy is \(-C/r\), with \(C=|q_1q_2|/(4\pi\varepsilon_0)\) for charges \(q_1,q_2\), and \(R=C/(d\,kT)\). Far apart, the pair has relative energy \(E=xkT\) and impact parameter \(b\), whose largest value leading to contact is \(b_c\). With reduced mass \(\mu\), the mean relative speed is \(\bar v=\sqrt{8kT/(\pi\mu)}\), and neutral hard spheres have \(K_0=\pi d^2\bar v\).

For an attraction, contact requires

\[
Eb^2\le r^2[E-U(r)]\quad\text{for every }r\ge d .
\]

The distance at which the right side is smallest decides. With \(w(r)=-U(r)/kT\), the thermal average is

\[
\frac K{K_0}=\int_0^\infty e^{-x}
\min_{r\ge d}\left\{\frac{r^2}{d^2}[x+w(r)]\right\}dx .
\]

It obeys the contact bound

\[
\frac K{K_0}\le1+\frac{|U(d)|}{kT},
\]

with equality if contact is the minimum for all \(x>0\). The bare Coulomb attraction satisfies this, so \(K/K_0=1+R\). For like charges with the bare force the factor is \(e^{-R}\). Without gas collisions, a pair from infinity cannot enter bound orbits.

The example has two spheres of radius \(a=2.0\) nm and density 2.0 g/cm³, with charges \(+e\) and \(-e\), at \(T=900\) K. Then \(d=4.0\) nm, \(C=1.44\) eV nm, \(kT=0.07756\) eV, \(R=4.64\), \(1+R=5.64\) and \(\bar v=30.7\) m/s. Each sign has density \(10^9\) cm⁻³.

### Polarisation of conducting spheres

A charge on one sphere polarises the other. For two equal conducting spheres with total charges \(+Q\) and \(-Q\), the energy follows from repeated images.

First take a charge \(-q\) at distance \(D\) from the centre of a sphere of radius \(a\). Place an image charge \(+qa/D\) on the same line, at distance \(a^2/D\) from the centre. For a surface point at angle \(\theta\), let \(s\) be the distance to the outer charge and \(s'\) that to the image. Then

\[
s'^2=a^2+\frac{a^4}{D^2}-\frac{2a^3}{D}\cos\theta
=\frac{a^2}{D^2}(D^2+a^2-2aD\cos\theta)=\frac{a^2}{D^2}s^2 .
\]

Thus \((qa/D)/s'=q/s\), and the two potentials cancel on the surface.

Now hold the spheres at potentials \(+V\) and \(-V\). Start with \(q_0=4\pi\varepsilon_0aV\) at the centre of the first and \(-q_0\) at the centre of the second. Each charge disturbs the other surface and needs an image there. By symmetry the second sphere holds the mirrored negatives of the charges in the first, so one recurrence suffices. With \(h_n\) the displacement of \(q_n\) from its own centre towards the other sphere,

\[
q_{n+1}=\frac{a\,q_n}{r-h_n},\qquad h_{n+1}=\frac{a^2}{r-h_n},\qquad h_0=0 .
\]

Let \(S(r)=\sum_nq_n/q_0\). The total charge is \(Q=4\pi\varepsilon_0aVS\), and the electrostatic energy is

\[
W=\tfrac12[QV+(-Q)(-V)]=QV=\frac{Q^2}{4\pi\varepsilon_0aS}.
\]

At infinite separation \(S=1\). The interaction energy at fixed charges is the difference. With \(C=Q^2/(4\pi\varepsilon_0)\),

\[
U(r)=-\frac Ca\left(1-\frac1S\right).
\]

At large \(r\), \(S\simeq1+a/r\), which recovers \(U\simeq-C/r\). At contact \(r=2a\), and the recurrence is solved by \(h_n=an/(n+1)\) and \(q_n=q_0/(n+1)\): indeed \(r-h_n=a(n+2)/(n+1)\), which reproduces both next terms. The sum is harmonic and diverges, so \(1/S\to0\) and

\[
U(d)=-\frac Ca=-\frac{2C}{d}.
\]

The contact attraction is twice the bare one. Inserting it into the contact rule would give \(1+2R=10.28\). The full minimisation gives 7.16. The true factor is 27% above the bare result of 5.64, but well below the contact bound. The shortfall arises because the deciding distance lies outside contact: the energy gained in the last stretch comes too late to help a pair already turned back. The limit \(2C/d\) is approached only logarithmically; \(|U|\) is \(1.06\,C/d\) at a gap of 0.43 nm and \(1.38\,C/d\) at 0.04 nm. The deciding gap is 0.33 nm at \(E=0.3\,kT\), 0.26 nm at \(kT\) and 0.16 nm at \(3kT\). These gaps are smaller than the electron-transfer gap estimated below, so the value 7.16 presumes that the spheres keep their charges.

This is a classical strong-polarisation limit. A weakly polarisable sphere with its charge at the centre is expected to lie nearer the bare result, but that case is not calculated here. A charge fixed off centre makes the force depend on orientation, and the central-force derivation then does not apply.

### Van der Waals attraction

Neutral spheres also attract. Summing an attraction proportional to \(1/s^6\) over all pairs of volume elements at mutual distance \(s\) defines the Hamaker constant \(A\):

\[
U_{\rm vdW}=-\frac A{\pi^2}\int dV_1\int dV_2\,\frac1{s^6}.
\]

Consider first a point at distance \(\rho>a\) from the centre of sphere 1. A shell of radius \(t\) contributes, per unit thickness,

\[
\int_{-1}^{1}\frac{2\pi t^2\,dc}{(\rho^2+t^2-2\rho tc)^3}
=\frac{\pi t}{2\rho}\left[\frac1{(\rho-t)^4}-\frac1{(\rho+t)^4}\right]
=\frac{4\pi t^2(\rho^2+t^2)}{(\rho^2-t^2)^4},
\]

because \((\rho+t)^4-(\rho-t)^4=8\rho t(\rho^2+t^2)\). The last expression is the derivative with respect to \(t\) of \(\tfrac{4\pi}{3}t^3/(\rho^2-t^2)^3\). The whole sphere therefore gives \(\tfrac{4\pi}{3}a^3/(\rho^2-a^2)^3\).

Next, a surface of radius \(\rho\) about centre 1 cuts sphere 2 in a cap. Its half-angle \(\alpha\) obeys \(a^2=r^2+\rho^2-2r\rho\cos\alpha\), so its area is

\[
2\pi\rho^2(1-\cos\alpha)=\frac{\pi\rho}{r}[a^2-(r-\rho)^2].
\]

Combining the two factors,

\[
U_{\rm vdW}=-\frac{4Aa^3}{3r}\,J,\qquad
J=\int_{r-a}^{r+a}\frac{\rho\,[a^2-(r-\rho)^2]}{(\rho^2-a^2)^3}\,d\rho .
\]

Integrate by parts with \(\rho/(\rho^2-a^2)^3=-\tfrac14\,d[(\rho^2-a^2)^{-2}]/d\rho\). The square bracket vanishes at both limits, leaving

\[
J=\frac12\int_{r-a}^{r+a}\frac{r-\rho}{(\rho^2-a^2)^2}\,d\rho
=\frac12(rI_1-I_2),
\]

where \(I_1\) and \(I_2\) have numerators 1 and \(\rho\). Their antiderivatives are

\[
-\frac{\rho}{2a^2(\rho^2-a^2)}-\frac1{4a^3}\ln\frac{\rho-a}{\rho+a}
\qquad\text{and}\qquad -\frac1{2(\rho^2-a^2)},
\]

as differentiation confirms. At the limits \(\rho^2-a^2=r(r\pm2a)\). With \(P=r^2-4a^2\) and \(\Lambda=\ln(1-4a^2/r^2)\),

\[
I_1=\frac1{aP}+\frac{\Lambda}{4a^3},\qquad I_2=\frac{2a}{rP}.
\]

Substitution gives

\[
U_{\rm vdW}=-\frac{2A}{3}\left[\frac{a^2}{P}+\frac\Lambda4-\frac{2a^4}{r^2P}\right].
\]

Since \(2a^4/(r^2P)=\tfrac12a^2(1/P-1/r^2)\), this becomes

\[
U_{\rm vdW}=-\frac A6\left[\frac{2a^2}{r^2-4a^2}+\frac{2a^2}{r^2}
+\ln\left(1-\frac{4a^2}{r^2}\right)\right].
\]

It diverges at contact, where the contact bound becomes infinite and useless; the minimisation remains finite. For a chosen \(A=1.0\) eV, the factors relative to neutral hard spheres are:

- neutral spheres with van der Waals attraction: 2.02;
- van der Waals plus bare Coulomb attraction: 7.90;
- van der Waals plus conducting-sphere attraction: 8.49.

The absolute rate of the charged pair rises, from 5.64 to 7.90 in the bare Coulomb case. Its advantage over a neutral pair falls, from 5.64 to \(7.90/2.02=3.91\), because the neutral pair gains more in proportion. With conducting spheres the ratio is 4.21. An implementation must therefore apply a charge factor to the reference for which it was computed. Multiplying a neutral rate that already contains van der Waals attraction by \(1+R\) would give \(2.02\times5.64=11.4\), against the calculated 7.90.

The pairwise sum neglects retardation and many-body effects, and \(A\) is a model parameter. These factors show the size of the correction, not a material prediction.

### Electron transfer before contact

An electron may tunnel from the negative to the positive sphere before they touch. For a barrier \(\phi=4.0\) eV, the wave function decays at the rate \(\kappa=\sqrt{2m_e\phi}/\hbar=10.2\) nm⁻¹, where \(m_e\) is the electron mass. Take an attempt rate \(\nu=10^{15}\) s⁻¹ and a transfer rate \(\nu e^{-2\kappa g}\) at gap \(g\). In reality transfer is random and spread over a range of gaps. As an estimate, let it occur at the single gap where this rate matches \(v_c/g\), the inverse time to cross the gap at speed \(v_c\). Taking logarithms,

\[
g=\frac1{2\kappa}\ln\frac{\nu g}{v_c}.
\]

The speed \(v_c=64.7\) m/s is that at contact for a pair with \(E=kT\), and the solution is \(g=0.43\) nm. This assumes that an empty state of suitable energy is available.

For singly charged spheres the Coulomb force then vanishes at \(r_t=d+g\). The kinetic energy there is \(E+C/r_t\), and the later path is straight if other forces are ignored. Its closest distance is angular momentum divided by momentum, so contact requires

\[
Eb^2\le d^2\left(E+\frac C{r_t}\right).
\]

Such an orbit does reach \(r_t\), because the condition for that has the larger factor \(r_t^2\) in place of \(d^2\). The thermal average proceeds as before:

\[
\frac K{K_0}=1+\frac{C}{(d+g)kT}=1+4.64\times\frac{4.0}{4.43}=5.19 .
\]

In this single-gap estimate the rate is about 8% below the bare result. The gap depends only logarithmically on the attempt rate and the speed, but roughly inversely on \(\kappa\). Newtonian orbits at \(E=kT\), with the force removed inside \(r_t\), reproduced the corresponding \(b_c^2\) within one part in a thousand.

### Screening and gas collisions

Other charges screen the attraction. For singly charged particles with density \(n\) of each sign, the linearised equilibrium charge density is \(-2ne^2\varphi/kT\) in a potential \(\varphi\). Poisson's equation becomes \(\nabla^2\varphi=\varphi/\lambda^2\), with

\[
\lambda=\sqrt{\frac{\varepsilon_0kT}{2ne^2}}=46\ \mu\text{m}
\quad\text{for }n=10^9\ \text{cm}^{-3}.
\]

Replacing \(C/r\) by \((C/r)e^{-r/\lambda}\) changes the factor by less than 0.001. The screening cloud is a statistical average: particles of one sign lie about \(10\ \mu\text{m}\) apart, so a single close encounter usually has no other charge near it. The result serves as an estimate of size.

Gas collisions matter over the Coulomb distance \(r_C=C/kT=18.6\) nm, at which the attraction equals \(kT\). Take a gas at 1.0 Torr with molecules of mass \(m_g=30\) u and diameter 0.3 nm. The particle mass is \(m\). A particle suffers \(Z=1.24\times10^8\) hits per second. Each hit removes roughly a fraction \(m_g/m\) of its directed momentum, so the momentum persists over about

\[
l=\bar v\,\frac{m}{m_gZ}=330\ \mu\text{m}.
\]

Random hits also change the energy. A particle crosses \(r_C\) in a time \(r_C/\bar v\) and receives \(N=Zr_C/\bar v\) hits on average. One hit changes its energy by about \(\bar v\,m_g\bar v_g\), where \(\bar v_g\) is the molecular speed. With \(\bar v\sim\sqrt{kT/m}\) and \(\bar v_g\sim\sqrt{kT/m_g}\), this is \(kT\sqrt{m_g/m}\). Random addition gives

\[
\frac{\Delta E}{kT}\sim\sqrt{\frac{m_gN}{m}}=\sqrt{\frac{r_C}{l}}=0.0075 .
\]

Numerical factors have been left out of this scale; for elastic hard-sphere hits on both particles they raise it by a factor of 2.6, to 0.02. This small number describes one crossing of \(r_C\) and does not bound the correction to the rate. The orbits that gas hits fill first are weakly bound. At a binding energy of \(0.15\,kT\) the semi-major axis is about 60 nm and the pair receives about nine hits per revolution, enough to steer it into contact. Following orbits with random gas hits raises the factor from 5.64 to about 6.4 at 1 Torr, an increase of about 13%. The increase is about 6% at 0.1 Torr and about 27% at 10 Torr, so in this range it grows roughly as the cube root of the pressure and dies away only slowly as the gas is removed. At fixed temperature \(l\) varies inversely with pressure. At 760 Torr the kick scale itself is \(0.0075\sqrt{760}\approx0.2\), or about 0.5 with the omitted factors, and the collisionless formula cannot be relied on.

### Use in a reactor model

A pressure of about 1 Torr and a temperature of several hundred kelvin up to about 1000 K are within the broad range of low-pressure chemical vapour deposition. The assumed \(10^9\) cm⁻³ of each charge sign is high for a thermal reactor without a source of ionisation. In plasma reactors, particles tend to charge negatively because electrons are more mobile than ions, so equal populations of both signs are not typical there; plasma electrons and ions also add to the screening, by an amount that depends on their density, and the gas is often cooler. Among the effects calculated here, replacing the bare force moves the example most: the factor relative to neutral hard spheres rises from 5.64 to 8.49 with conducting spheres and the chosen van der Waals attraction. Gas collisions at 1 Torr add about 13% to the bare Coulomb factor. Imperfect sticking would lower the rate in proportion to the sticking probability if that probability were independent of energy.

In a population model with bare Coulomb forces, a pair of opposite charge numbers \(z_i,z_j\) receives the factor \(1+|z_iz_j|e^2/(4\pi\varepsilon_0d_{ij}kT)\). A pair of like charges receives \(e^{-R_{ij}}\), and a pair with a neutral member receives 1. These two values hold for the bare force only. In the example the like-charge factor rises from 0.0096 to 0.055 with the chosen van der Waals attraction, and to 0.070 with conducting spheres as well. Image attraction alone gives a conducting charged-neutral pair a factor of about 1.5. The radii, masses and charges must be updated after each coagulation: in the example the product is neutral, and its next encounter has no bare Coulomb enhancement. The full set of computed values is given in the numerical output.

## Computed results

```
Particle radius: 2.0 nm
Particle density: 2.0 g/cm3
Temperature: 900 K
Gas pressure: 1.0 Torr
Particles of each sign: 1.0e+09 cm^-3
Contact distance d: 4.0 nm
Coulomb constant C: 1.43996 eV nm
Contact attraction: 0.3600 eV
Thermal energy kT: 0.07756 eV
Contact attraction / kT, R: 4.6417
Enhancement 1+R: 5.6417
Enhancement from trajectories: 5.6412
E/kT=0.2636: trajectory b_c/d=4.3139, formula=4.3141
E/kT=1.4134: trajectory b_c/d=2.0697, formula=2.0698
E/kT=3.5964: trajectory b_c/d=1.5134, formula=1.5135
E/kT=7.0858: trajectory b_c/d=1.2865, formula=1.2865
E/kT=12.6408: trajectory b_c/d=1.1693, formula=1.1693
Sampled / formula K, masses 1:3: 1.0008
Equilibrium contact factor exp(R): 103.72
Unbound share of contact flux: 0.05439
Particle mass: 6.7021e-23 kg
Reduced mass: 3.3510e-23 kg
Mean relative speed: 30.73 m/s
Neutral cross-section: 50.27 nm2
Charged cross-section at E=kT: 283.58 nm2
Neutral K: 1.5446e-09 cm3/s
Charged K: 8.7141e-09 cm3/s
Initial time 1/(K n): 0.1148 s
Conducting spheres, rate factor: 7.161
Conducting spheres, 1+|U_contact|/kT: 10.283
Hamaker constant: 1.0 eV
Van der Waals, neutral factor: 2.019
Van der Waals + Coulomb factor: 7.902
Their charged/neutral ratio: 3.914
Van der Waals + conducting factor: 8.492
Its charged/neutral ratio: 4.207
Tunnel barrier: 4.0 eV
Tunnel attempt rate: 1.0e+15 s^-1
Tunnel decay constant: 10.246 nm^-1
Approach speed used for tunnelling: 64.68 m/s
Electron transfer gap: 0.429 nm
Factor with transfer before contact: 5.192
Coulomb radius C/kT: 18.57 nm
Debye length: 46.29 um
Factor with screening: 5.6414
Gas molecule mass: 30.0 u
Gas molecule diameter: 0.3 nm
Gas number density: 1.073e+16 cm^-3
Gas mean speed: 797.0 m/s
Gas hits on one particle: 1.242e+08 s^-1
Momentum persistence length: 332.9 um
Gas energy-kick scale / kT: 0.0075
```
